# Density-of-states and conductivity masses of an ellipsoidal valley: verification in Python

```python
"""
Result under test, for E(k) = hbar^2 k.M^-1.k / 2 with principal masses m1,m2,m3:
  density-of-states mass  m_d = (m1 m2 m3)^(1/3)
  conductivity mass       m_c = 3 / (1/m1 + 1/m2 + 1/m3)
m_d fixes the number of states; m_c fixes one third of the trace of the
conductivity tensor when the relaxation time tau depends on energy only.
The program also tests when the trace average fails to describe a polycrystal,
and sizes neglected effects for rough parameters of n-type anatase TiO2.
Masses are in units of the free-electron mass m0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.spatial.transform import Rotation
from scipy.sparse.linalg import LinearOperator, cg


def dos_mass(m):
    return np.prod(m) ** (1 / 3)


def conductivity_mass(m):
    return 3 / np.sum(1 / np.asarray(m))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---------- state counting in a rotated, triaxial valley ----------
test_masses = np.array([0.3, 0.7, 2.5])
rotation = Rotation.from_euler("zyx", [0.5, 0.8, 0.3]).as_matrix()
inverse_mass = rotation @ np.diag(1 / test_masses) @ rotation.T


def count_states(inv_m, radius=50.0, half_width=80):
    """Number of integer vectors n with n.M^-1.n <= radius^2."""
    line = np.arange(-half_width, half_width + 1, dtype=float)
    y, z = np.meshgrid(line, line, indexing="ij")
    total = 0
    for x in line:
        form = (inv_m[0, 0] * x * x + inv_m[1, 1] * y * y + inv_m[2, 2] * z * z
                + 2 * (inv_m[0, 1] * x * y + inv_m[0, 2] * x * z
                       + inv_m[1, 2] * y * z))
        total += np.count_nonzero(form <= radius ** 2)
    return total


sphere_count = 4 * np.pi / 3 * 50.0 ** 3
count_ratio = count_states(inverse_mass) / (
    sphere_count * dos_mass(test_masses) ** 1.5)
assert abs(count_ratio - 1) < 2e-3  # finite-lattice surface error
three_valleys = sum(count_states(np.diag(1 / np.roll(test_masses, s)))
                    for s in range(3))
valley_mass = (three_valleys / sphere_count) ** (2 / 3)
assert abs(valley_mass / (3 ** (2 / 3) * dos_mass(test_masses)) - 1) < 2e-3

# ---------- Boltzmann conductivity tensor, hbar = m0 = e = kT = 1 ----------
chem_pot, tau_power, step = 2.0, -0.5, 0.25
line = (np.arange(-52, 52) + 0.5) * step
kvec = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
velocity = kvec @ inverse_mass
energy = 0.5 * np.sum(kvec * velocity, axis=1)
occupation = expit(chem_pot - energy)
weight = (energy ** tau_power * occupation * expit(energy - chem_pot)
          * 2 * step ** 3 / (2 * np.pi) ** 3)
sigma_grid = velocity.T @ (velocity * weight[:, None])


def thermal_integral(power):
    return quad(lambda x: x ** power * expit(chem_pot - x)
                * expit(x - chem_pot), 0, 45, limit=200)[0]


density_1d = ((2 * dos_mass(test_masses)) ** 1.5 / (2 * np.pi ** 2)
              * quad(lambda x: np.sqrt(x) * expit(chem_pot - x), 0, 45,
                     limit=200)[0])
mean_tau = thermal_integral(1.5 + tau_power) / thermal_integral(1.5)
sigma_formula = density_1d * mean_tau * inverse_mass
tensor_error = np.max(np.abs(sigma_grid - sigma_formula)) / np.max(sigma_formula)
assert tensor_error < 1e-3  # quadrature cusp at k = 0
trace_mass = density_1d * mean_tau / (np.trace(sigma_grid) / 3)
assert abs(trace_mass / conductivity_mass(test_masses) - 1) < 1e-3
cubic = Rotation.create_group("O").as_matrix()
cubic_mean = np.mean([r @ sigma_grid @ r.T for r in cubic], axis=0)
isotropic = density_1d * mean_tau / conductivity_mass(test_masses) * np.eye(3)
assert np.allclose(cubic_mean, isotropic, atol=1e-3 * isotropic[0, 0])
rng = np.random.default_rng(4)
for trial in rng.uniform(0.1, 5, (200, 3)):
    assert conductivity_mass(trial) <= dos_mass(trial)
del kvec, velocity, energy, occupation, weight

# ---------- worked example: rough parameters of n-type anatase ----------
masses = np.array([0.4, 0.4, 4.0])
density_cm3 = 2e20
density = density_cm3 * 1e-21  # nm^-3
tau_cold, tau_room = 14e-15, 5e-15  # s
temp_cold, temp_room = 50.0, 300.0  # K
spacing = np.array([0.38, 0.38, 0.95 / 4])  # nm, one Ti orbital per cell
eps_static, eps_high, phonon_ev = 40.0, 6.0, 0.1
q_e, m_e, hbar = const.e, const.m_e, const.hbar
hbar2_m0 = hbar ** 2 / (m_e * q_e) * 1e18  # eV nm^2
k_b = const.k / q_e  # eV/K
m_d, m_c = dos_mass(masses), conductivity_mass(masses)


def fermi_energy(n, mass):
    return hbar2_m0 / (2 * mass) * (3 * np.pi ** 2 * n) ** (2 / 3)


e_f = fermi_energy(density, m_d)
k_f = np.sqrt(2 * masses * e_f / hbar2_m0)  # nm^-1
mobility = q_e * tau_cold / (masses * m_e) * 1e4  # cm^2/Vs
mobility_mean = q_e * tau_cold / (m_c * m_e) * 1e4
sigma = density_cm3 * q_e * mobility  # S/cm
sigma_mean = density_cm3 * q_e * mobility_mean
assert abs(np.mean(sigma) / sigma_mean - 1) < 1e-12


def chemical_potential(temp):
    kt = k_b * temp
    prefactor = (2 * m_d / hbar2_m0) ** 1.5 / (2 * np.pi ** 2)

    def excess(mu):
        value = quad(lambda x: np.sqrt(x) * expit((mu - x) / kt), 0,
                     e_f + 40 * kt, points=[e_f], limit=300)[0]
        return prefactor * value - density
    return brentq(excess, 0.2 * e_f, 1.5 * e_f)


mu_cold, mu_room = chemical_potential(temp_cold), chemical_potential(temp_room)
assert abs(mu_cold / e_f - 1) < 0.01


# ---------- nonparabolicity: fill a separable cosine band ----------
def fill_cosine_band(n, points=100):
    """Fermi energy and mean inverse-mass factors at zero temperature."""
    k_max = 1.5 * np.sqrt(2 * masses * fermi_energy(n, m_d) / hbar2_m0)
    axes = [(np.arange(points) + 0.5) * km / points for km in k_max]
    cosines = [np.cos(k * d) for k, d in zip(axes, spacing)]
    grids = np.meshgrid(*cosines, indexing="ij")
    band = sum(hbar2_m0 / (m * d * d) * (1 - c)
               for m, d, c in zip(masses, spacing, grids)).ravel()
    cell = np.prod(k_max / points)
    number = int(round(n * (2 * np.pi) ** 3 / (16 * cell)))
    chosen = np.argpartition(band, number)[:number]
    return band[chosen].max(), np.array([g.ravel()[chosen].mean() for g in grids])


e_dilute, factor_dilute = fill_cosine_band(density / 64)
assert abs(e_dilute / fermi_energy(density / 64, m_d) - 1) < 0.01
assert np.all(np.abs(factor_dilute - 1) < 0.01)
e_cosine, factor_cosine = fill_cosine_band(density)
mean_cosine = np.sum(factor_cosine / masses) / np.sum(1 / masses)


# ---------- anisotropic relaxation from screened charged impurities ----------
def relaxation_times(m, k_surface, screening):
    """Solve the elastic collision equation on the Fermi ellipsoid."""
    x, wx = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(24) / 24
    cos_t, angle = [a.ravel() for a in np.meshgrid(x, phi, indexing="ij")]
    w = np.repeat(wx, 24) * 2 * np.pi / 24
    sin_t = np.sqrt(1 - cos_t ** 2)
    unit = np.stack([sin_t * np.cos(angle), sin_t * np.sin(angle), cos_t], 1)
    k = unit * k_surface
    v = unit / np.sqrt(m)
    dist2 = np.sum((k[:, None, :] - k[None, :, :]) ** 2, axis=2)
    rate = (screening ** 2 / (dist2 + screening ** 2)) ** 2
    collision = np.diag(rate @ w) - rate * w
    path = np.linalg.solve(collision + w[None, :], v)
    return (w @ (v * path)) / (w @ v ** 2)


tau_sphere = relaxation_times(np.ones(3), 2 * np.ones(3), 1.0)
rate_sphere = 2 * np.pi * quad(lambda x: (1 - x) / (8 * (1 - x) + 1) ** 2, -1, 1)[0]
assert np.allclose(tau_sphere * rate_sphere, 1, atol=1e-3)
tau_short = relaxation_times(masses, k_f, 1e3)
assert abs(tau_short[2] / tau_short[0] - 1) < 1e-3
dos_fermi = 1.5 * density / e_f  # eV^-1 nm^-3
screening = np.sqrt(q_e * dos_fermi * 1e27 / (const.epsilon_0 * eps_static)) * 1e-9
tau_charged = relaxation_times(masses, k_f, screening)
tau_ratio = tau_charged[2] / tau_charged[0]
mean_tau_change = ((2 / masses[0] + tau_ratio / masses[2])
                   / np.sum(1 / masses))

# ---------- polycrystal: local fields differ from grain to grain ----------
relative = masses[0] / masses  # grain conductivities relative to light axis
upper, lower = np.mean(relative), 1 / np.mean(1 / relative)
bruggeman = brentq(lambda s: np.sum((relative - s) / (relative + 2 * s)),
                   lower, upper)
heavy_axis = rng.permutation(np.arange(216) % 3).reshape(6, 6, 6)
for ax in range(3):
    heavy_axis = np.repeat(heavy_axis, 4, axis=ax)
grain_sigma = [np.where(heavy_axis == ax, relative[2], relative[0])
               for ax in range(3)]


def network_conductivity(bonds):
    """Mean of three effective conductivities of a periodic bond network."""
    shape = bonds[0].shape

    def gradient(p, ax):
        return np.roll(p, -1, ax) - p

    def adjoint(u, ax):
        return np.roll(u, 1, ax) - u

    def apply(vector):
        p = vector.reshape(shape)
        return sum(adjoint(bonds[a] * gradient(p, a), a) for a in range(3)).ravel()

    operator = LinearOperator((bonds[0].size,) * 2, matvec=apply, dtype=float)
    results = []
    for ax in range(3):
        potential, info = cg(operator, -adjoint(bonds[ax], ax).ravel())
        assert info == 0
        field = 1 + gradient(potential.reshape(shape), ax)
        results.append(np.mean(bonds[ax] * field))
    return np.mean(results)


series_bonds = [2 / (1 / s + 1 / np.roll(s, -1, a))
                for a, s in enumerate(grain_sigma)]
parallel_bonds = []
for a, s in enumerate(grain_sigma):
    b, c = [i for i in range(3) if i != a]
    pair = (s + np.roll(s, 1, b)) / 2
    parallel_bonds.append((pair + np.roll(pair, 1, c)) / 2)
network_low = network_conductivity(series_bonds)
network_high = network_conductivity(parallel_bonds)
assert lower < network_low < network_high < upper
assert network_low < bruggeman < network_high

# ---------- remaining size estimates ----------
rydberg_ev = const.value("Rydberg constant times hc in eV")
alpha = np.sqrt(rydberg_ev * m_d / phonon_ev) * (1 / eps_high - 1 / eps_static)
path_nm = hbar * k_f[0] * 1e9 / (masses[0] * m_e) * tau_cold * 1e9
field_limit = 0.1 * e_f / path_nm * 10  # V/nm to MV/cm

print("Tests on a triaxial valley")
show("test mass 1", test_masses[0], "m0")
show("test mass 2", test_masses[1], "m0")
show("test mass 3", test_masses[2], "m0")
show("counted / predicted states", count_ratio, digits=6)
show("three-valley DOS mass, counted", valley_mass, "m0")
show("largest relative tensor error", tensor_error, digits=2)
show("mass from conductivity trace", trace_mass, "m0", 5)
show("harmonic mean of test masses", conductivity_mass(test_masses), "m0", 5)
print("Anatase example, rough inputs")
show("in-plane mass", masses[0], "m0")
show("c-axis mass", masses[2], "m0")
show("electron density", density_cm3, "cm^-3")
show("tau at 50 K", tau_cold * 1e15, "fs")
show("tau at 300 K", tau_room * 1e15, "fs")
show("lattice spacing a", spacing[0], "nm")
show("Ti layer spacing c/4", spacing[2], "nm")
show("static dielectric constant", eps_static)
show("high-frequency dielectric constant", eps_high)
show("phonon energy", phonon_ev, "eV")
print("Results")
show("DOS mass", m_d, "m0")
show("conductivity mass", m_c, "m0")
show("mass ratio DOS/conductivity", m_d / m_c)
show("Fermi energy", e_f, "eV")
show("Fermi energy if m_c were misused", fermi_energy(density, m_c), "eV")
show("DOS at Fermi energy", dos_fermi * 1e21, "eV^-1 cm^-3")
show("in-plane mobility, 50 K", mobility[0], "cm2/Vs")
show("c-axis mobility, 50 K", mobility[2], "cm2/Vs")
show("trace-average mobility, 50 K", mobility_mean, "cm2/Vs")
show("mobility if m_d were misused", mobility_mean * m_c / m_d, "cm2/Vs")
show("in-plane conductivity, 50 K", sigma[0], "S/cm")
show("c-axis conductivity, 50 K", sigma[2], "S/cm")
show("trace-average conductivity, 50 K", sigma_mean, "S/cm")
show("trace-average mobility, 300 K", mobility_mean * tau_room / tau_cold, "cm2/Vs")
print("Neglected effects")
show("chemical potential, 50 K", mu_cold, "eV")
show("chemical potential, 300 K", mu_room, "eV")
show("(hbar/tau)/E_F, 50 K", hbar / tau_cold / q_e / e_f, digits=3)
show("(hbar/tau)/E_F, 300 K", hbar / tau_room / q_e / e_f, digits=3)
show("cosine-band Fermi energy", e_cosine, "eV", 3)
show("cosine-band factor, in-plane sigma", factor_cosine[0], digits=3)
show("cosine-band factor, c-axis sigma", factor_cosine[2], digits=3)
show("cosine-band factor, mean sigma", mean_cosine, digits=3)
show("screening wavenumber", screening, "nm^-1", 3)
show("charged impurities: tau_c/tau_a", tau_ratio, digits=3)
show("mean sigma factor at fixed tau_a", mean_tau_change, digits=3)
show("polycrystal upper bound / sigma_a", upper, digits=3)
show("Bruggeman estimate / sigma_a", bruggeman, digits=3)
show("grain network, low scheme / sigma_a", network_low, digits=3)
show("grain network, high scheme / sigma_a", network_high, digits=3)
show("polaron coupling alpha", alpha, digits=3)
show("weak-coupling polaron mass factor", 1 + alpha / 6, digits=3)
show("in-plane mean free path, 50 K", path_nm, "nm", 3)
show("field giving 0.1 E_F per free path", field_limit, "MV/cm", 2)
print("all assertions hold")
```

Running it gives:

```
Tests on a triaxial valley
test mass 1: 0.3 m0
test mass 2: 0.7 m0
test mass 3: 2.5 m0
counted / predicted states: 1.00008
three-valley DOS mass, counted: 1.678 m0
largest relative tensor error: 4.5e-06
mass from conductivity trace: 0.58118 m0
harmonic mean of test masses: 0.58118 m0
Anatase example, rough inputs
in-plane mass: 0.4 m0
c-axis mass: 4 m0
electron density: 2e+20 cm^-3
tau at 50 K: 14 fs
tau at 300 K: 5 fs
lattice spacing a: 0.38 nm
Ti layer spacing c/4: 0.2375 nm
static dielectric constant: 40
high-frequency dielectric constant: 6
phonon energy: 0.1 eV
Results
DOS mass: 0.8618 m0
conductivity mass: 0.5714 m0
mass ratio DOS/conductivity: 1.508
Fermi energy: 0.1447 eV
Fermi energy if m_c were misused: 0.2182 eV
DOS at Fermi energy: 2.073e+21 eV^-1 cm^-3
in-plane mobility, 50 K: 61.56 cm2/Vs
c-axis mobility, 50 K: 6.156 cm2/Vs
trace-average mobility, 50 K: 43.09 cm2/Vs
mobility if m_d were misused: 28.57 cm2/Vs
in-plane conductivity, 50 K: 1973 S/cm
c-axis conductivity, 50 K: 197.3 S/cm
trace-average conductivity, 50 K: 1381 S/cm
trace-average mobility, 300 K: 15.39 cm2/Vs
Neglected effects
chemical potential, 50 K: 0.1446 eV
chemical potential, 300 K: 0.1407 eV
(hbar/tau)/E_F, 50 K: 0.325
(hbar/tau)/E_F, 300 K: 0.91
cosine-band Fermi energy: 0.142 eV
cosine-band factor, in-plane sigma: 0.979
cosine-band factor, c-axis sigma: 0.914
cosine-band factor, mean sigma: 0.976
screening wavenumber: 0.968 nm^-1
charged impurities: tau_c/tau_a: 4.55
mean sigma factor at fixed tau_a: 1.17
polycrystal upper bound / sigma_a: 0.7
Bruggeman estimate / sigma_a: 0.585
grain network, low scheme / sigma_a: 0.544
grain network, high scheme / sigma_a: 0.602
polaron coupling alpha: 1.53
weak-coupling polaron mass factor: 1.26
in-plane mean free path, 50 K: 4.99 nm
field giving 0.1 E_F per free path: 0.029 MV/cm
all assertions hold
```
